**Koopmans' theorem and core-hole relaxation in neon**

The program tests $E_{\rm frozen}-E_N=-\varepsilon_{1s}$, where $E_N$ is the atom's Hartree-Fock energy, $E_{\rm frozen}$ is the energy of the ion with unchanged orbitals, and $\varepsilon_{1s}$ is the 1s orbital energy. It asserts this identity from determinant energies and from a many-electron Hamiltonian matrix, which also shows that frozen holes in different orbitals do not couple. It compares the slopes of the ion's energy under orbital rotation with finite differences. It further asserts that relaxation lowers the ion's energy, that the L shell contracts, and that virial ratios and a larger s,p basis support the Hartree-Fock numbers. The output gives 891.8 eV for the frozen ion and 868.35 eV after relaxation, a lowering of 23.4 eV. Scalar relativistic and second-order correlation estimates bring the binding energy to 870.9 eV, within about 1 eV of the measured value of about 870 eV, which is a comparison input. The remaining difference is not resolved by these approximations.

## Verification by program

```python
"""
Koopmans' theorem for the neon 1s orbital, and the energy it omits.

Result under test: E(frozen 1s-hole ion) - E(atom) = -epsilon_1s.
Relaxation energy = -epsilon_1s - [E(relaxed ion) - E(atom)].
epsilon: canonical Hartree-Fock orbital energy; J, K: Coulomb and exchange.
The missing electron has beta spin. Internal energies are in hartree.
The measured binding energy is a comparison input, not a computed result.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import ao2mo, fci, gto, lib, mp, scf

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
MEASURED_EV = 870.2


def even_tempered(groups):
    """Each group is (angular momentum, smallest exponent, ratio, count)."""
    return [[l, [start * ratio**k, 1.0]]
            for l, start, ratio, count in groups for k in range(count)]


def make_molecules(groups):
    basis = {"Ne": even_tempered(groups)}
    atom = gto.M(atom="Ne 0 0 0", basis=basis, verbose=0)
    ion = gto.M(atom="Ne 0 0 0", basis=basis, charge=1, spin=1, verbose=0)
    return atom, ion


def density(orbitals):
    return orbitals @ orbitals.T


def hole_occupation(mo_energy=None, mo_coeff=None):
    occupation = np.zeros_like(np.asarray(mo_energy))
    occupation[0, :5] = 1.0
    occupation[1, 1:5] = 1.0
    return occupation


def solve_pair(atom_mol, ion_mol, hcore, eri):
    """Self-consistent atom and core-hole ion with the same Hamiltonian."""
    atom = scf.RHF(atom_mol)
    ion = scf.UHF(ion_mol)
    for field in (atom, ion):
        field._eri = eri
        field.get_hcore = lambda *args: hcore
        field.conv_tol = 1e-11
        field.conv_tol_grad = 1e-6
        field.max_cycle = 100
    atom.kernel()
    c = atom.mo_coeff
    frozen = np.array([density(c[:, :5]), density(c[:, 1:5])])
    ion.get_occ = hole_occupation
    ion.kernel(dm0=frozen)
    assert atom.converged and ion.converged
    return atom, ion, frozen


def second_order_correlation(eri, channels):
    """Spin-resolved MP2; a channel holds Cocc, Cvir, eocc, evir."""
    total = 0.0
    for s, t in ((0, 0), (1, 1), (0, 1)):
        co, cv, eo, ev = channels[s]
        do, dv, fo, fv = channels[t]
        g = ao2mo.general(eri, (co, cv, do, dv), compact=False)
        g = g.reshape(len(eo), len(ev), len(fo), len(fv))
        gap = (eo[:, None, None, None] - ev[None, :, None, None]
               + fo[None, None, :, None] - fv[None, None, None, :])
        assert gap.max() < 0
        if s == t:
            total += 0.25 * np.sum((g - g.transpose(0, 3, 2, 1))**2 / gap)
        else:
            total += np.sum(g**2 / gap)
    return total


# Hartree-Fock atom, frozen ion and relaxed ion.
groups = [(0, 0.12, 2.2, 18), (1, 0.08, 2.3, 11),
          (2, 0.35, 2.6, 5), (3, 0.9, 3.0, 3)]
atom_mol, ion_mol = make_molecules(groups)
eri = atom_mol.intor("int2e", aosym="s8")
kinetic = atom_mol.intor("int1e_kin")
hcore = kinetic + atom_mol.intor("int1e_nuc")
overlap = atom_mol.intor("int1e_ovlp")
atom, ion, frozen_dm = solve_pair(atom_mol, ion_mol, hcore, eri)
C, eps = atom.mo_coeff, atom.mo_energy
core = C[:, 0]


def ion_energy(dm):
    return ion.energy_elec(dm, hcore, ion.get_veff(ion_mol, dm))[0]


frozen_energy = ion_energy(frozen_dm)
koopmans = -eps[0]
frozen_cost = frozen_energy - atom.e_tot
delta_scf = ion.e_tot - atom.e_tot
relaxation = koopmans - delta_scf
assert abs(frozen_cost - koopmans) < 1e-6

# Many-electron Hamiltonian in the space of all frozen beta-hole states.
occupied = C[:, :5]
h_occ = occupied.T @ hcore @ occupied
g_occ = ao2mo.kernel(eri, occupied)
nelec = (5, 4)
h2 = fci.direct_spin1.absorb_h1e(h_occ, g_occ, 5, nelec, 0.5)
hole_matrix = np.zeros((5, 5))
for k in range(5):
    vector = np.zeros((1, 5))
    vector[0, k] = 1.0
    column = fci.direct_spin1.contract_2e(h2, vector, 5, nelec)
    hole_matrix[:, k] = np.asarray(column).ravel()
# Bit-string order places the hole in the highest orbital first.
hole_costs = np.diag(hole_matrix)[::-1] - atom.e_tot
koopmans_error = np.max(np.abs(hole_costs + eps[:5]))
hole_coupling = np.max(np.abs(hole_matrix - np.diag(np.diag(hole_matrix))))
assert koopmans_error < 1e-6
assert hole_coupling < 1e-5

# Parts of the 1s eigenvalue.
J_atom, K_atom = atom.get_jk(atom_mol, density(occupied))
one_electron = core @ hcore @ core
coulomb = 2 * core @ J_atom @ core
exchange = core @ K_atom @ core
assert abs(one_electron + coulomb - exchange - eps[0]) < 1e-6

# Slopes of the frozen-ion energy under rotation of the beta 2s orbital.
J_core, K_core = atom.get_jk(atom_mol, density(core[:, None]))
elements = C[:, 5:].T @ (J_core - K_core) @ C[:, 1]
target = 5 + int(np.argmax(np.abs(elements)))


def rotated_energy(angle, partner):
    beta = C[:, 1:5].copy()
    beta[:, 0] = np.cos(angle) * C[:, 1] + np.sin(angle) * C[:, partner]
    return ion_energy(np.array([frozen_dm[0], density(beta)]))


def numerical_slope(partner, step=1e-3):
    return (rotated_energy(step, partner)
            - rotated_energy(-step, partner)) / (2 * step)


slope_numeric = numerical_slope(target)
slope_formula = -2 * elements[target - 5]
slope_to_hole = numerical_slope(0)
assert abs(slope_formula) > 1e-3
assert abs(slope_numeric - slope_formula) < 1e-5
assert abs(slope_to_hole) < 1e-5

# Relax nine electrons while the original beta 1s orbital remains empty.
complement = C[:, 1:]
dm = frozen_dm.copy()
old_energy = frozen_energy
constrained_converged = False
for _ in range(150):
    fock = hcore + ion.get_veff(ion_mol, dm)
    alpha = eigh(fock[0], overlap)[1][:, :5]
    rotation = eigh(complement.T @ fock[1] @ complement)[1]
    beta = complement @ rotation[:, :4]
    dm = np.array([density(alpha), density(beta)])
    constrained_energy = ion_energy(dm)
    if abs(constrained_energy - old_energy) < 1e-9:
        constrained_converged = True
        break
    old_energy = constrained_energy
assert constrained_converged
constrained_relaxation = frozen_energy - constrained_energy
hole_shift = ion.e_tot - constrained_energy
assert constrained_relaxation > 0 and relaxation > 0
assert abs(hole_shift) < 0.1 * relaxation

# Contraction of the eight L-shell electrons.
r2 = atom_mol.intor("int1e_r2")
atom_L = 2 * density(C[:, 1:5])
ion_L = density(ion.mo_coeff[0][:, 1:5]) + density(ion.mo_coeff[1][:, 1:5])
rms_atom = np.sqrt(np.sum(atom_L * r2) / 8) * ANGSTROM
rms_ion = np.sqrt(np.sum(ion_L * r2) / 8) * ANGSTROM
assert rms_ion < rms_atom

# Virial ratios and a larger radial basis.
kin_atom = np.sum(atom.make_rdm1() * kinetic)
kin_ion = np.sum(np.asarray(ion.make_rdm1()).sum(axis=0) * kinetic)
virial_atom = (kin_atom - atom.e_tot) / kin_atom
virial_ion = (kin_ion - ion.e_tot) / kin_ion
assert abs(virial_atom - 2) < 1e-3 and abs(virial_ion - 2) < 1e-3
big_atom, big_ion = make_molecules([(0, 0.08, 1.9, 24), (1, 0.06, 1.95, 15)])
big_h = big_atom.intor("int1e_kin") + big_atom.intor("int1e_nuc")
big_eri = big_atom.intor("int2e", aosym="s8")
large, large_ion, _ = solve_pair(big_atom, big_ion, big_h, big_eri)
basis_eps = (-large.mo_energy[0] - koopmans) * EV
basis_delta = (large_ion.e_tot - large.e_tot - delta_scf) * EV
assert abs(basis_eps) < 0.03 and abs(basis_delta) < 0.03

# Scalar relativistic estimate.
x2c_h = scf.RHF(atom_mol).sfx2c1e().get_hcore(atom_mol)
rel_atom, rel_ion, _ = solve_pair(atom_mol, ion_mol, x2c_h, eri)
relativity = rel_ion.e_tot - rel_atom.e_tot - delta_scf
assert 0 < relativity * EV < 3

# Correlation estimate; the empty ion 1s orbital is excluded as a target.
atom_channel = (C[:, :5], C[:, 5:], eps[:5], eps[5:])
corr_atom = second_order_correlation(eri, [atom_channel, atom_channel])
reference_mp2 = mp.MP2(atom).kernel()[0]
assert abs(corr_atom - reference_mp2) < 1e-7
Ca, Cb = ion.mo_coeff
ea, eb = ion.mo_energy
ion_channels = [(Ca[:, :5], Ca[:, 5:], ea[:5], ea[5:]),
                (Cb[:, 1:5], Cb[:, 5:], eb[1:5], eb[5:])]
corr_ion = second_order_correlation(eri, ion_channels)
correlation = corr_ion - corr_atom
estimate_ev = (delta_scf + relativity + correlation) * EV
overshoot_ev = koopmans * EV - MEASURED_EV
assert abs(relaxation * EV - overshoot_ev) < 0.15 * overshoot_ev
assert abs(estimate_ev - MEASURED_EV) < 1.5


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Neon, even-tempered basis: 18s 11p 5d 3f")
show("Hartree energy conversion", EV, "eV", 6)
show("Atom Hartree-Fock energy", atom.e_tot, "hartree", 6)
show("Frozen ion energy", frozen_energy, "hartree", 6)
show("Relaxed ion energy", ion.e_tot, "hartree", 6)
show("1s eigenvalue", eps[0], "hartree", 6)
show("1s one-electron part", one_electron, "hartree", 6)
show("1s Coulomb part, including self term", coulomb, "hartree", 6)
show("1s exchange part to subtract", exchange, "hartree", 6)
show("Koopmans binding energy", koopmans * EV, "eV")
show("Frozen-ion energy difference", frozen_cost * EV, "eV")
print(f"Largest Koopmans matrix error: {koopmans_error:.1e} hartree")
print(f"Largest coupling between holes: {hole_coupling:.1e} hartree")
show("Rotation slope, finite difference", slope_numeric, "hartree/rad", 6)
show("Rotation slope, formula", slope_formula, "hartree/rad", 6)
print(f"Rotation slope towards hole: {slope_to_hole:.1e} hartree/rad")
show("Relaxation with fixed hole orbital", constrained_relaxation * EV, "eV")
show("Energy change on freeing hole orbital", hole_shift * EV, "eV")
show("Full relaxation energy", relaxation * EV, "eV")
show("Delta-SCF binding energy", delta_scf * EV, "eV")
show("Delta-SCF binding energy", delta_scf, "hartree", 6)
show("L-shell rms radius, atom", rms_atom, "angstrom", 4)
show("L-shell rms radius, relaxed ion", rms_ion, "angstrom", 4)
show("Virial ratio -V/T, atom", virial_atom, "(dimensionless)", 6)
show("Virial ratio -V/T, relaxed ion", virial_ion, "(dimensionless)", 6)
show("Larger-basis change, Koopmans", basis_eps, "eV", 4)
show("Larger-basis change, Delta-SCF", basis_delta, "eV", 4)
show("Measured binding energy, input", MEASURED_EV, "eV", 1)
show("Koopmans minus measured", overshoot_ev, "eV")
show("Measured minus Delta-SCF", MEASURED_EV - delta_scf * EV, "eV")
show("Scalar relativistic correction", relativity * EV, "eV")
show("MP2 correlation energy, atom", corr_atom, "hartree", 6)
show("MP2 correlation energy, core-hole ion", corr_ion, "hartree", 6)
show("MP2 correlation correction", correlation * EV, "eV")
show("Corrected binding-energy estimate", estimate_ev, "eV")
show("Corrected estimate minus measured", estimate_ev - MEASURED_EV, "eV")
print("no test failed")
```

Output:

```
Neon, even-tempered basis: 18s 11p 5d 3f
Hartree energy conversion: 27.211386 eV
Atom Hartree-Fock energy: -128.546820 hartree
Frozen ion energy: -95.774397 hartree
Relaxed ion energy: -96.635541 hartree
1s eigenvalue: -32.772423 hartree
1s one-electron part: -49.911614 hartree
1s Coulomb part, including self term: 23.360586 hartree
1s exchange part to subtract: 6.221395 hartree
Koopmans binding energy: 891.783 eV
Frozen-ion energy difference: 891.783 eV
Largest Koopmans matrix error: 4.1e-08 hartree
Largest coupling between holes: 4.4e-09 hartree
Rotation slope, finite difference: 0.693342 hartree/rad
Rotation slope, formula: 0.693342 hartree/rad
Rotation slope towards hole: -8.8e-09 hartree/rad
Relaxation with fixed hole orbital: 23.448 eV
Energy change on freeing hole orbital: 0.015 eV
Full relaxation energy: 23.433 eV
Delta-SCF binding energy: 868.350 eV
Delta-SCF binding energy: 31.911278 hartree
L-shell rms radius, atom: 0.5707 angstrom
L-shell rms radius, relaxed ion: 0.4782 angstrom
Virial ratio -V/T, atom: 2.000007 (dimensionless)
Virial ratio -V/T, relaxed ion: 2.000011 (dimensionless)
Larger-basis change, Koopmans: 0.0003 eV
Larger-basis change, Delta-SCF: 0.0000 eV
Measured binding energy, input: 870.2 eV
Koopmans minus measured: 21.583 eV
Measured minus Delta-SCF: 1.850 eV
Scalar relativistic correction: 1.004 eV
MP2 correlation energy, atom: -0.352770 hartree
MP2 correlation energy, core-hole ion: -0.296835 hartree
MP2 correlation correction: 1.522 eV
Corrected binding-energy estimate: 870.876 eV
Corrected estimate minus measured: 0.676 eV
no test failed
```
